\section*{Deep-barrier transmission: why one minus reflection loses a small result}

\section{A negative transmission}

\textbf{Q.} I compute source-drain tunnelling from the reflected wave. Whatever is not reflected is transmitted, so I take $T=1-R$. For a 20 nm channel my code returned $T=-2.2\times10^{-16}$. I suspect a wrong sign in the matching conditions.

\textbf{A.} Let us first see whether the physics permits the formula. Take one dimension, a uniform effective mass $m$, and an electron of energy $E$. The source has band edge $0$, the drain has band edge $U_D<E$, and between them lie $N$ flat slices of height $U_j>E$ and width $w_j$, of total length $L$. Define
\begin{equation}
k_S^2=CE,\quad k_D^2=C(E-U_D),\quad \kappa_j^2=C(U_j-E),\quad C=\frac{2m}{\hbar^2}.
\end{equation}
Normalize the wave to unit amplitude in the drain:
\begin{equation}
\psi=\begin{cases}A e^{ik_Sx}+B e^{-ik_Sx}, & x<0,\\ e^{ik_D(x-L)}, & x>L.\end{cases}
\end{equation}
The flux $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$ does not depend on $x$. In the source the cross terms of $\psi^*\psi'$ are real and drop out, so equating the two ends gives
\begin{equation}
k_S\left(|A|^2-|B|^2\right)=k_D .
\end{equation}
The reflection probability is $R=|B|^2/|A|^2$. The transmission probability is the transmitted flux over the incident flux,
\begin{equation}
T=\frac{k_D}{k_S|A|^2}. \label{T}
\end{equation}
Dividing the flux balance by $k_S|A|^2$ gives $1-R=T$. Your formula is a correct identity between real numbers, and your matching conditions may be correct too.

\section{Where the digits go}

\textbf{Q.} Then the subtraction must be at fault. Could I do it more carefully?

\textbf{A.} For a deep barrier the subtraction makes no error at all. Let $u=2^{-53}=1.11\times10^{-16}$. Double-precision numbers between $1/2$ and $1$ are the multiples of $u$. If the stored value $\hat R$ lies there, $1-\hat R$ is a multiple of $u$ no larger than $1/2$, and such a number is representable. The loss happened earlier, when $R$ was stored.

Suppose you had the best possible $\hat R$, the double nearest to the true $R$. It is off by at most half a spacing, so
\begin{equation}
\left|(1-\hat R)-T\right|\le\frac u2,\qquad
\frac{\left|(1-\hat R)-T\right|}{T}\le\frac{u}{2T}. \label{floor}
\end{equation}
The relative error can thus grow as $1/T$. At $T=10^{-8}$ about half of the sixteen digits are already at risk. Once $T<u/2$, the nearest double to $R$ is $1$, and the answer is zero.

A computed $\hat R$ is usually not the nearest double; its own rounding errors add a few $u$. It can even land above $1$, where the spacing is $2u$. The first double above $1$ is $1+2u$, which gives $1-\hat R=-2u=-2.2\times10^{-16}$. That is your negative transmission.

\textbf{Q.} So double precision cannot represent a transmission below $10^{-16}$?

\textbf{A.} It can. A double stores a mantissa and an exponent, so $10^{-21}$ is held with the same relative precision as $0.1$. What it cannot do is tell $1-10^{-21}$ from $1$. When $T$ is tiny, the information about it must not be stored as a small deviation from one.

\section{A sweep without harmful cancellation}

\textbf{Q.} I could use (\ref{T}) instead. But $A$ comes from arithmetic with the same $10^{-16}$ errors. Why should a $T$ of $10^{-21}$ survive them?

\textbf{A.} Because the errors can be kept relative to the quantity being computed. Start in the drain, where $\psi=1$ and $\psi'=ik_D$, and work back to the source. In a slice with right edge $x_r$, the solution of $\psi''=\kappa^2\psi$ with given edge values is
\begin{equation}
\psi(x)=\psi(x_r)\cosh\kappa(x-x_r)+\frac{\psi'(x_r)}{\kappa}\sinh\kappa(x-x_r).
\end{equation}
Set $x=x_r-w$. The hyperbolic sine changes sign, and with $y=\kappa w$ the step for $\psi$ and its derivative is
\begin{align}
\psi&\to\cosh y\,\psi-\frac{\sinh y}{\kappa}\,\psi',\\
\psi'&\to-\kappa\sinh y\,\psi+\cosh y\,\psi'.
\end{align}
Now write $\psi=a-ib$ and $\psi'=-c+ig$ with real $a,b,c,g$. Separating real and imaginary parts gives
\begin{align}
a&\to a\cosh y+\frac{c}{\kappa}\sinh y, & c&\to c\cosh y+\kappa a\sinh y,\\
b&\to b\cosh y+\frac{g}{\kappa}\sinh y, & g&\to g\cosh y+\kappa b\sinh y .
\end{align}
The starting values are $a=1$, $b=c=0$, $g=k_D$. None is negative, and each step adds non-negative terms. Adding such numbers does not amplify their relative errors.

\textbf{Q.} At the source you must still separate the incident from the reflected wave. That involves a difference.

\textbf{A.} It does, in one place. At $x=0$ we have $\psi=A+B$ and $\psi'=ik_S(A-B)$, hence
\begin{equation}
2A=\psi-\frac{i\psi'}{k_S}=X+iY,\quad X=a+\frac{g}{k_S},\quad Y=\frac{c}{k_S}-b. \label{A}
\end{equation}
The two terms of $Y$ can cancel. The question is whether they can be large compared with $|A|$. The real and imaginary parts of $\psi$ both solve the same real equation, so their Wronskian is constant. Its drain value is $k_D$, and therefore
\begin{equation}
ag-bc=k_D>0,\qquad\text{so}\qquad bc<ag .
\end{equation}
Then
\begin{align}
\left(b+\frac{c}{k_S}\right)^2&=Y^2+\frac{4bc}{k_S}
\le Y^2+\frac{4ag}{k_S}\nonumber\\
&\le Y^2+\left(a+\frac{g}{k_S}\right)^2=4|A|^2 ,
\end{align}
where the last inequality is $4pq\le(p+q)^2$ with $p=a$, $q=g/k_S$. The cancelling terms never exceed $2|A|$ together. Their errors may spoil $Y$ when $Y$ is small, but not $|A|$.

\textbf{Q.} How large is the final error, then?

\textbf{A.} Count roundings to first order in $u$, treating the inputs $C,E,U_j,U_D,w_j$ as exact. Assume that the library's hyperbolic functions are good to two units in the last place, at most $4u$.

The difference and product inside $\kappa=\sqrt{C(U-E)}$ cost $2u$, which the root halves; its own rounding brings the total back to $2u$. The product $y=\kappa w$ then carries $3u$. This changes $\sinh y$ by a relative amount $3u\,y\coth y\le3(y+1)u$, and $\cosh y$ by less. With the library error, $\sinh y$ carries $(3y+7)u$. Multiplying or dividing by $\kappa$ adds $3u$; the product with $a$, $b$, $c$ or $g$ and the sum add $2u$. Each slice thus costs at most $(3y+12)u$.

Let $S=\sum_j\kappa_jw_j$. The initial $k_D$ carries $2u$, and forming the terms and sums in (\ref{A}) costs $4u$, so these terms have a relative error of at most
\begin{equation}
\eta=(3S+12N+6)u .
\end{equation}
Thus $|\delta X|\le\eta X$ and $|\delta Y|\le2\eta|A|$. Put $X=2|A|\cos\theta$ and $|Y|=2|A|\sin\theta$. Then
\begin{equation}
\frac{|\delta(X^2+Y^2)|}{4|A|^2}\le2\eta\left(\cos^2\theta+\sin\theta\right)\le\frac52\,\eta,
\end{equation}
because $1-s^2+s$ has its maximum $5/4$ at $s=1/2$. Squaring and adding cost $2u$; the ratio $k_D/k_S$ and the last division cost $6u$. The sum is $(7.5S+30N+23)u$, which I round up:
\begin{equation}
\frac{|\delta T|}{T}\lesssim(8S+30N+25)\,u. \label{bound}
\end{equation}
For a given number of slices this bound grows linearly with the exponent $S$, not exponentially.

I compared this with twelve random staircases of six slices, with heights of 0.1 to 0.5 eV and widths of 0.5 to 6 nm. The reference was the full set of interface conditions solved with 300 digits. The smallest $T$ was $7.8\times10^{-25}$, the largest relative error $2.8\times10^{-15}$, and no error exceeded 6.4\% of its bound.

\section{The transistor barrier in numbers}

\textbf{Q.} Show me this for my channel.

\textbf{A.} Take a rectangular barrier with its top at 0.35 eV, an electron at the source Fermi level $E=0.05$ eV, a drain bias of 0.5 V and $m=0.19\,m_0$. Then $k_S=0.4993$, $k_D=1.6561$ and $\kappa=1.2231$, all in nm$^{-1}$. One backward step from the drain gives
\begin{equation}
a=\cosh\kappa L,\quad c=\kappa\sinh\kappa L,\quad b=\frac{k_D}{\kappa}\sinh\kappa L,\quad g=k_D\cosh\kappa L .
\end{equation}
Insert these in (\ref{A}), use $T=4(k_D/k_S)/(X^2+Y^2)$, and multiply numerator and denominator by $k_S^2$:
\begin{equation}
T=\frac{4k_Sk_D}{(k_S+k_D)^2\cosh^2\kappa L+(\kappa-k_Sk_D/\kappa)^2\sinh^2\kappa L}.
\end{equation}
For $\kappa L\gg1$ both squared functions tend to $e^{2\kappa L}/4$. Their coefficients add up to
\begin{equation}
k_S^2+k_D^2+\kappa^2+\frac{k_S^2k_D^2}{\kappa^2}=\frac{(k_S^2+\kappa^2)(k_D^2+\kappa^2)}{\kappa^2},
\end{equation}
since the terms $\pm2k_Sk_D$ cancel. Hence
\begin{equation}
T\simeq Pe^{-2\kappa L},\qquad P=\frac{16k_Sk_D\kappa^2}{(k_S^2+\kappa^2)(k_D^2+\kappa^2)}=2.676 .
\end{equation}
At 20 nm, $2\kappa L=48.93$ and $T=1.51\times10^{-21}$. Below, $R=|B|^2/|A|^2$ comes from the same backward sweep as $T$.

\begin{center}
\begin{tabular}{rrrr}
$L$ (nm) & $T$ from (\ref{T}) & $1-\hat R$ & rel. error of $1-\hat R$\\
5 & $1.30\times10^{-5}$ & $1.30\times10^{-5}$ & $3.1\times10^{-11}$\\
10 & $6.36\times10^{-11}$ & $6.36\times10^{-11}$ & $1.1\times10^{-6}$\\
15 & $3.10\times10^{-16}$ & $2.22\times10^{-16}$ & $0.28$\\
20 & $1.51\times10^{-21}$ & $-2.22\times10^{-16}$ & $1.5\times10^{5}$\\
25 & $7.37\times10^{-27}$ & $0$ & $1.0$
\end{tabular}
\end{center}

The direct $T$ has a relative error of at most $5.3\times10^{-15}$ in this table. That value occurs at 20 nm, where $S=24.46$ and $N=1$, so (\ref{bound}) allows $251u=2.8\times10^{-14}$.

At 15 nm the true $T$ is $2.79u$. The computed difference is $2u$. Even the correctly rounded $R$ gives $3u$, which is 7\% too high. Setting $Pe^{-2\kappa L}=u/2$ locates the point beyond which the best possible $R$ is stored as one:
\begin{equation}
L=\frac{\ln(2P/u)}{2\kappa}=15.7\ \mathrm{nm}.
\end{equation}

The decay rate shows the practical harm. From the direct values at 20 and 25 nm, $\ln(T_{20}/T_{25})/(5\ \mathrm{nm})=2.4463$ nm$^{-1}$, which agrees with $2\kappa$. Your values there are negative and zero, and have no real, finite logarithms.

\section{Direct is not enough}

\textbf{Q.} I can keep my code, then. I have the reflected amplitude $r=B/A$, so I start at the source with $\psi=1+r$, $\psi'=ik_S(1-r)$, march to the drain, and read off the transmitted amplitude $t$.

\textbf{A.} That also computes the transmitted amplitude, but in the unstable direction. Inside a rectangular barrier write $\psi=Fe^{\kappa x}+Ge^{-\kappa x}$. Adding $\psi'/\kappa$ to $\psi$ removes $G$:
\begin{equation}
F=\frac12\left[\psi(0)+\frac{\psi'(0)}{\kappa}\right].
\end{equation}
The same combination at $x=L$, where $\psi=t$ and $\psi'=ik_Dt$, gives
\begin{equation}
Fe^{\kappa L}=\frac t2\left(1+\frac{ik_D}{\kappa}\right).
\end{equation}
Since $|t|$ scales as $e^{-\kappa L}$, $F$ scales as $e^{-2\kappa L}$. Yet it is the sum of two numbers of order one, which must nearly cancel. Rounding leaves an error of order $u$ in $F$, and the march multiplies it by $e^{\kappa L}$. Relative to $t$ the error is of order $ue^{2\kappa L}$, again of order $u/T$.

I gave this march the correctly rounded $r$ and slices of 1 nm. At 5 nm it returns $T=1.304\times10^{-5}$, as it should. At 20 nm it returns $6.3\times10^{-13}$, too large by a factor of $4\times10^8$. In the backward direction the wanted solution is itself the growing one, so an admixture of the other solution dies away relative to it.

\textbf{Q.} Does the backward sweep have a limit of its own?

\textbf{A.} For one mode with every $U_j>E$, it is the range of the exponent. For a 200 nm barrier, a purely numerical case, it gives $T=8.8\times10^{-213}$ with a relative error of $2.6\times10^{-14}$. The sum $X^2+Y^2=4(k_D/k_S)/T$ overflows near $1.8\times10^{308}$, which these parameters reach at about 290 nm. The steps are linear, so for a barrier cut into slices you can divide $a,b,c,g$ by a common factor after each slice and add up its logarithm. You then obtain $\ln T$. Outside that setting (\ref{bound}) does not apply. Wells between barriers bring steps with terms of both signs. With coupled modes you must carry one solution per mode, and the fastest-growing one swamps the others, at a loss of up to about $ue^{(\kappa_2-\kappa_1)L}$. For two modes coupled by 0.1 eV inside the 20 nm barrier, swept in 1 nm slices, the relative error of $T$ is about $10^{-11}$ for a mode offset of 0.3 eV and about $10^{-6}$ for 1 eV; at 2 eV no digit survives. Multimode codes therefore usually use scattering matrices or recursive Green's functions.

\textbf{Q.} Should I ban $1-R$, or switch to higher precision?

\textbf{A.} Neither is necessary. An error $\delta R$ gives
\begin{equation}
\frac{\delta(1-R)}{1-R}=-\frac RT\,\frac{\delta R}{R}.
\end{equation}
When $T$ is comparable with $R$, the factor $R/T$ is harmless. Exchanging the letters shows that $1-T$ is a poor route to a tiny $R$, but a good route to $R$ behind a deep barrier. More digits do help: to get $T=1.5\times10^{-21}$ to one part in $10^6$ from $1-R$, you need $R$ with an absolute error below $1.5\times10^{-27}$. The backward sweep gives $T$ itself to far better than one part in $10^6$ in double precision.

\section{What it means for a device}

\textbf{Q.} Has my leakage current been wrong all along?

\textbf{A.} That depends on temperature. For one mode with spin, coherent transport gives
\begin{equation}
I=\frac{2e}{h}\int T(E)\,[f_S(E)-f_D(E)]\,dE ,
\end{equation}
with $f_S$ and $f_D$ the Fermi functions of source and drain. Keep the 20 nm barrier fixed and vary only the temperature. At 300 K the current is $6.3\times10^{-12}$ A, and just 0.08\% of it flows below the barrier top. Thermionic flow hides the error, and $1-R$ gives the same current to better than one part in $10^8$. At 77 K the current is $4.7\times10^{-27}$ A, 53\% of it below the top; using $1-R$ multiplies it by $-5.6\times10^3$. At 4 K practically all of the $1.3\times10^{-27}$ A tunnels, and the factor is $-1.3\times10^4$. Those signs and sizes come from rounding and have no physical meaning; another energy grid gives other values.

In absolute terms neither cold current matters. At 4 K the correct value means one electron per $1.3\times10^8$ s, about four years. Even $T=u$ over the whole filled 0.05 eV would carry only $4\times10^{-22}$ A. The damage is to logarithmic plots, decay rates and scaling laws, not to a measurable leakage.

\textbf{Q.} And is $1.51\times10^{-21}$ right for a real transistor?

\textbf{A.} No; numerical accuracy says nothing about the model. The mass is roughly the light transverse mass of silicon, 20 nm is a rough gate length for advanced logic, and 0.5 V is on the low side for its supply. A real barrier also lacks the flat top and abrupt ends assumed here. A parabolic barrier of the same top and length gives $T=3.0\times10^{-16}$, larger by a factor of $2\times10^5$, though it still keeps an abrupt 0.5 eV drop at the drain. (Its ends lie below $E$, so (\ref{bound}) does not cover it; direct integration of the differential equation agrees to within $10^{-3}$.) The shares below the top quoted above also belong to the flat barrier: the parabolic one carries about $2\times10^{-11}$ A at 300 K, roughly 35\% of it below the top, and about $6\times10^{-22}$ A at 77 K, practically all of it tunnelling. For the rectangular barrier, lowering the top by 10 meV raises $T$ by a factor of 2.3. A rough nonparabolicity of 0.5 eV$^{-1}$, applied to the exponent alone, raises it by a factor of about 45. The heavy mass $0.92\,m_0$ would lower it to $5\times10^{-47}$. With a gap of 1.12 eV the channel's valence edge lies at $-0.77$ eV, 0.27 eV below the drain's conduction edge, so the band-to-band window is closed; a larger drain bias narrows that margin. Through a rough gate stack of 0.8 nm oxide and 2 nm high-permittivity dielectric, the tunnelling exponential is about $6.5\times10^{-9}$ for barriers of 3.1 and 1.5 eV and masses of $0.4\,m_0$ and $0.15\,m_0$; oxide masses of $0.3$ to $0.5\,m_0$, dielectric masses of $0.1$ to $0.2\,m_0$ and dielectric barriers of 1.3 to 2.0 eV move it between about $9\times10^{-11}$ and $2\times10^{-7}$. This compares transmission factors, not currents, but it suggests that gate leakage could mask source-drain tunnelling. It does not say that gate leakage exceeds the thermionic source-drain current at 300 K. Tunnelling assisted by phonons or traps is left out and not sized here.

\textbf{Q.} So I compute the outgoing wave back from the drain, take $T$ from the incident amplitude, and keep $1-R$ for checking flux?

\textbf{A.} For one mode under a barrier, yes, and read that check for what it is. Agreement of $T+R$ with one tests only that flux is conserved. In the sweep this follows from the constant Wronskian, whatever heights and widths are used: for a 1 nm barrier, a top of 0.20 instead of 0.35 eV changes $T$ from 0.20 to 0.36, yet $T+R$ still equals one to $10^{-15}$. For a deep barrier it would pass even if $T$ were wrong by orders of magnitude. A meaningful check there compares $T$ itself, or its logarithm, with an independent calculation. The numerical output lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
mass 0.19 m0, barrier top 0.35 eV, electron energy 0.05 eV
drain bias 0.5 V, unit roundoff u = 1.1102e-16
k source 0.4993, k drain 1.6561, kappa 1.2231 1/nm
opaque prefactor P = 2.6756
L (nm) | T direct | 1-R computed | 1-R, R correctly rounded
   5 | 1.304337e-05 | 1.304337e-05 | 1.304337e-05
  10 | 6.358676e-11 | 6.358669e-11 | 6.358680e-11
  15 | 3.099843e-16 | 2.220446e-16 | 3.330669e-16
  20 | 1.511168e-21 | -2.220446e-16 | 0.000000e+00
  25 | 7.366917e-27 | 0.000000e+00 | 0.000000e+00
L (nm) | relative error of T direct | of 1-R computed
   5 | 1.7e-15 | 3.1e-11
  10 | 2.7e-15 | 1.1e-06
  15 | 8.5e-16 | 2.8e-01
  20 | 5.3e-15 | 1.5e+05
  25 | 3.2e-15 | 1.0e+00
decay rate from direct T, 20 to 25 nm: 2.446279 1/nm
2 kappa: 2.446279 1/nm
length where T = u/2: 15.703 nm
stress test 200 nm: T direct 8.8378e-213, relative error 2.6e-14
  its error bound 2.2e-13
12 random staircases of 6 slices: smallest T 7.85e-25
  worst relative error 2.8e-15, share of bound 0.064
source-to-drain march, 5 nm: T = 1.3043e-05
source-to-drain march, 20 nm: T = 6.2736e-13
T (K) | current per mode, 20 nm (A) | share below top | 1-R current/direct
 300 | 6.280e-12 | 0.0008 | 1.000e+00
  77 | 4.716e-27 | 0.5350 | -5.582e+03
   4 | 1.270e-27 | 1.0000 | -1.268e+04
mean time between electrons at 4 K: 1.26e+08 s
current if T were u over the filled 0.05 eV: 4.30e-22 A
parabolic barrier, same top and length: T = 2.9638e-16
  relative shift from 400 to 800 slices 4.4e-05
  factor over rectangular barrier 1.96e+05
barrier top lower by 10 meV: T factor 2.292
heavy mass 0.92 m0: T = 4.69e-47
nonparabolicity 0.5 1/eV: T factor 45.5
gate layers (nm, eV, m0), rough: (0.8, 3.1, 0.4); (2.0, 1.5, 0.15)
gate-path exponential factor 6.5e-09, over T direct 4.3e+12
gap 1.12 eV: band-to-band window closed by 0.27 eV
\end{verbatim}
